# Bulk and surface scattering in a film: why the resistivities superadd

## The problem

A metal film fills \(0<z<d\) between two hard walls. Its electrons are free in the plane, and subband \(n\) has the transverse state \(\phi_n(z)=\sqrt{2/d}\,\sin(n\pi z/d)\). Atomic units are used in the algebra (\(\hbar=e=m=1\)), so a scattering rate is also an energy. The temperature is zero and \(N\) subbands are occupied. The in-plane Fermi wavenumber of subband \(n\) is \(k_n\), with \(k_n^2=k_F^2-(n\pi/d)^2\).

Scattering is elastic and weak, and coherence between subbands is neglected. The walls are rough, and point scatterers are spread evenly through the volume.

**(a)** Each wall is displaced by a random height \(h(\mathbf r)\) of zero mean, uncorrelated between different points and between the two walls. Show that the surface rate is \(g_n=\alpha n^2\), and find \(\alpha\).

**(b)** Show that point scatterers in the volume give every subband the same rate \(b\).

**(c)** Express the resistivity through the rates and the subband densities.

**(d)** Prove that \(\rho(b+g)\ge\rho(b)+\rho(g)\), all three taken for the same film with the same occupations. When does equality hold?

**(e)** Find an expression for the excess \(\rho(b+g)-\rho(b)-\rho(g)\), an upper bound on it, and its limit for strong bulk scattering.

**(f)** Evaluate the result for a film like a thin copper line: four conduction electrons per cubic cell of edge 3.6 Å, \(d=100\) Å (10 nm), \(b=0.026\) eV, roughness height \(\Delta=0.5\) Å and correlation length \(\Lambda=1.5\) Å.

## Hints

1. For (a), replace the hard wall by a high step \(V_0\), move it by a small \(h\), and let \(V_0\to\infty\) at the end. Then use the golden rule.
2. For (b), the quantity needed is \(\int\phi_n^2\phi_m^2\,dz\).
3. For (c), a field shifts the Fermi disc of each subband by an amount proportional to its own relaxation time.
4. For (d), hold the surface rates fixed and differentiate the inverse of the mean relaxation time with respect to the bulk rate.
5. For (e), the derivative in (d) contains a variance. For the bound, use the convexity of \(1/x\).

## Solution

### (a) The surface rate

Let the wall at \(z=d\) be a step of height \(V_0\) much larger than the electron energies. Inside the barrier a state decays as \(e^{-\kappa(z-d)}\) with \(\kappa=\sqrt{2V_0}\). Continuity of the slope gives \(\phi_n(d)=-\phi_n'(d)/\kappa\). Moving the wall outwards by \(h\ll1/\kappa\) removes the potential \(V_0\) from a layer of thickness \(h\), so to first order in \(h\)

\[
V_{nm}=-V_0h\,\phi_n(d)\phi_m(d)=-\frac{V_0h}{2V_0}\phi_n'(d)\phi_m'(d)=-\frac h2\,\phi_n'(d)\phi_m'(d).
\]

This has a finite limit as \(V_0\to\infty\). With \(\phi_n'(d)=\sqrt{2/d}\,(n\pi/d)(-1)^n\),

\[
V_{nm}=-(-1)^{n+m}\,\frac{\pi^2nm}{d^3}\,h .
\]

For \(n=m\) this agrees with the shift of the level \(E_n=n^2\pi^2/(2d^2)\), since \(dE_n/dd=-\pi^2n^2/d^3\).

For a height that varies along the wall, \(h\) becomes \(h_{\mathbf q}/A\), where \(A\) is the wall area, \(\mathbf q\) the change of in-plane wavevector and \(h_{\mathbf q}=\int h\,e^{-i\mathbf q\cdot\mathbf r}d^2r\). Uncorrelated heights have \(\langle|h_{\mathbf q}|^2\rangle=AS\) with \(S\) independent of \(\mathbf q\). One wall then scatters from \(n\) into \(m\) at the rate

\[
2\pi\,\frac{\pi^4n^2m^2}{d^6}\,S\int\!\frac{d^2k'}{(2\pi)^2}\,\delta\!\left(\tfrac12k_m^2-\tfrac12k'^2\right)
=\frac{\pi^4S}{d^6}\,n^2m^2 ,
\]

because the integral equals \(1/(2\pi)\) for every occupied subband. Spin is conserved, so it adds no factor. Two independent walls double the rate, and summing over final subbands gives

\[
g_n=\alpha n^2,\qquad \alpha=\frac{2\pi^4S}{d^6}\sum_{m=1}^{N}m^2=\frac{2\pi^4S}{d^6}\,\frac{N(N+1)(2N+1)}6 .
\]

The final direction is random in the plane, so scattered electrons carry no mean velocity. The total rate is therefore also the rate at which current relaxes.

For the Gaussian correlation \(\langle h(0)h(\mathbf r)\rangle=\Delta^2e^{-r^2/\Lambda^2}\), the strength at \(q=0\) is \(S=\pi\Delta^2\Lambda^2\). Treating \(S\) as constant requires \(k_F\Lambda\ll1\).

### (b) The bulk rate

Let the scatterers be \(u\,\delta^3(\mathbf r-\mathbf r_i)\) with volume density \(n_i\). Averaging over their positions, with the same density of final states as above, gives the rate \(n_iu^2\sum_m\int\phi_n^2\phi_m^2dz\). Using \(2\sin^2x=1-\cos2x\) twice,

\[
\int_0^d\!\phi_n^2\phi_m^2\,dz=\frac1{d^2}\int_0^d\!\Big(1-\cos\tfrac{2n\pi z}d\Big)\Big(1-\cos\tfrac{2m\pi z}d\Big)dz=\frac{1+\frac12\delta_{nm}}d .
\]

The single cosines integrate to zero, and their product gives \(d/2\) when \(n=m\). Summed over the \(N\) final subbands,

\[
b=n_iu^2\,\frac{N+\frac12}{d},
\]

which does not depend on \(n\). Point scatterers are isotropic too, so \(b\) is a transport rate.

### (c) The resistivity

With two spins, the sheet density of subband \(n\) is \(n_n=2\pi k_n^2/(2\pi)^2=k_n^2/(2\pi)\), and the volume density is \(n_e=\sum_nn_n/d\). A field \(F\) pushes the electrons with force \(-F\), which gives subband \(n\) the mean velocity \(-F\tau_n\), where \(\tau_n=1/(b+g_n)\). The charge is \(-1\), so the current density is \(F\sum_nn_n\tau_n/d\). With weights \(w_n=n_n/\sum_jn_j\) and \(\langle x\rangle=\sum_nw_nx_n\),

\[
\sigma=n_e\langle\tau\rangle,\qquad \rho=\frac{H(b)}{n_e},\qquad H(b)=\frac1{\langle 1/(b+g)\rangle}.
\]

\(H\) is an effective rate. Bulk scattering alone gives \(\rho_b=b/n_e\), and the surface alone gives \(\rho_s=H(0)/n_e\).

### (d) The inequality

Let the bulk rate be a variable \(\beta\) that grows from 0 to \(b\) at fixed \(g_n\). Since \(d\tau_n/d\beta=-\tau_n^2\),

\[
H'(\beta)=-\frac{1}{\langle\tau\rangle^2}\frac{d\langle\tau\rangle}{d\beta}=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}\ge1 .
\]

The last step is the Cauchy–Schwarz inequality, \(\langle1\cdot\tau\rangle^2\le\langle1\rangle\langle\tau^2\rangle\) with \(\langle1\rangle=1\). Integrating from 0 to \(b\) gives \(H(b)-H(0)\ge b\). Division by \(n_e\) yields

\[
\rho(b+g)\ge\rho(b)+\rho(g).
\]

Cauchy–Schwarz is an equality only if \(\tau_n\) is the same in all occupied subbands. Rates growing as \(n^2\) differ from one subband to the next, so for rough walls (\(\alpha>0\)) equality requires \(b=0\) or \(N=1\). The proof of the inequality itself does not need the \(n^2\) law. It uses only that the rates are positive, that they add within each subband, and that the bulk rate is the same in all subbands.

### (e) The excess

Subtracting 1 from \(H'\) leaves the relative variance of the relaxation times:

\[
n_e(\rho-\rho_b-\rho_s)=\int_0^b\frac{\langle\tau^2\rangle-\langle\tau\rangle^2}{\langle\tau\rangle^2}\,d\beta .
\]

The integrand is not negative, so the excess grows with \(b\). It measures how unequally the subbands relax.

For the bound, convexity of \(1/x\) gives \(\langle1/(b+g)\rangle\ge1/(b+\langle g\rangle)\), hence \(H(b)\le b+\langle g\rangle\) and

\[
n_e(\rho-\rho_b-\rho_s)\le\langle g\rangle-H(0).
\]

When \(b\) exceeds every \(g_n\) by far, \(\langle1/(b+g)\rangle=b^{-1}(1-\langle g\rangle/b+\dots)\), so \(H=b+\langle g\rangle+O(1/b)\) and the excess tends to this bound. The surface then contributes through its mean rate \(\langle g\rangle\). Acting alone, it contributes through the smaller harmonic mean \(H(0)\).

These two means lie far apart when \(N\) is large. Then \(k_Fd/\pi\approx N\) and \(w_n\propto1-n^2/N^2\), and the leading sums are

\[
\sum_n\Big(1-\frac{n^2}{N^2}\Big)\approx\frac{2N}3,\qquad \sum_n\frac1{n^2}\Big(1-\frac{n^2}{N^2}\Big)\approx\frac{\pi^2}6 .
\]

Therefore

\[
H(0)\approx\alpha\,\frac{2N/3}{\pi^2/6}=\frac{4\alpha N}{\pi^2},
\]

which is of order \(\alpha N\). With \(\sum_nn^2(1-n^2/N^2)\approx2N^3/15\), the mean rate is \(\langle g\rangle\approx\alpha N^2/5\), larger by a factor of order \(N\). Electrons in the lowest subbands move almost parallel to the walls and are hardly scattered by them. With surface scattering alone they short-circuit the film. A bulk rate limits their relaxation time and removes the short circuit, a loss that the sum \(\rho_b+\rho_s\) does not contain.

### (f) Numbers

The density is \(4/3.6^3=0.0857\) Å\(^{-3}\). Summing \(n_n=k_n^2/(2\pi)\) over the subbands fixes \(k_F\):

\[
Nk_F^2=2\pi n_ed+\frac{\pi^2}{d^2}\sum_{m\le N}m^2 .
\]

For \(N=43\) the sum is \(43\cdot44\cdot87/6=27434\), and \(k_F=1.372\) Å\(^{-1}\). Then \(k_Fd/\pi=43.7\), which confirms 43 occupied subbands. In these units \(\hbar^2/m=7.62\) eV Å\(^2\) (one hartree times one bohr squared), so the Fermi energy \(\hbar^2k_F^2/(2m)\) is 7.17 eV.

The roughness strength is \(S=\pi(0.5)^2(1.5)^2=1.77\) Å\(^4\). Restoring the factor \(\hbar^2/m\),

\[
\alpha=7.62\cdot\frac{2\pi^4\cdot1.77\cdot27434}{100^6}\ \text{eV}=7.2\times10^{-5}\ \text{eV},
\]

and the top subband has \(43^2\alpha=0.133\) eV. At this density a rate of 1 eV corresponds to \(m/(n_ee^2\hbar)\times1\ \text{eV}=62.9\) μΩ cm. The results are:

| Scattering | Effective rate (eV) | Resistivity (μΩ cm) |
|---|---|---|
| bulk only | 0.026 | 1.64 |
| surface only | 0.0013 | 0.08 |
| both | 0.0426 | 2.68 |

The sum of the separate resistivities is 1.72 μΩ cm. The film has 2.68 μΩ cm, an excess of 0.96 μΩ cm, or 56 % of the sum. The bound from (e) allows at most 3.39 μΩ cm. The estimate \(4\alpha N/\pi^2=0.00125\) eV is close to the computed surface-only rate of 0.00129 eV.

The current shares show the short circuit. With surface scattering alone, the lowest subband carries 62 % of the current and the lowest three carry 85 %. With both mechanisms these shares fall to 6 % and 17 %.

**Comparison with real copper lines.** The bulk value is close to the roughly 1.7 μΩ cm of copper at room temperature, and 10 nm is a relevant size for narrow lines. In real copper at that temperature the bulk resistivity comes mostly from phonons; the constant elastic rate \(b\) only stands in for them. The roughness is an assumed one, with a correlation length shorter than the edge of the cubic cell. Even so, \(k_F\Lambda=2.1\), so the condition for the \(n^2\) law is not met; Variation 2 gives the consequence. Also \(k_F\Delta=0.7\), which makes first order in the height marginal. Grain boundaries, left out here, can matter more. An electron meets boundaries a distance \(D\) apart at the rate \(v_F/D\), and a reflection, of probability \(R\), reverses its velocity. This gives a rough relaxation rate \(2Rv_F/D\), which is 0.063 eV for \(R=0.3\) and \(D=d\), more than twice \(b\). If it acts as a further constant rate, \(H'\ge1\) shows that it adds at least \(62.9\cdot0.063\approx4\) μΩ cm. The rate is not really constant: with the velocity component normal to the boundaries in place of \(v_F\), the addition is about 3.3 μΩ cm, so 4 μΩ cm is an estimate and not a bound. The non-spherical Fermi surface of copper and the side walls of a line are left out.

**Temperature and coherence.** Thermal smearing at 300 K, with the chemical potential held fixed, changes the total by about 0.001 μΩ cm. The lowest subbands lie close together, with 0.011 eV between the first two, which is less than \(b\), so neglecting coherence between subbands needs a check. A Kubo calculation without vertex corrections, restricted to the occupied subbands and including the mixing caused by the walls, gives 2.63 μΩ cm, 2 % below 2.68. The walls also mix in empty subbands. Adding them to the same matrix is not a valid extension: the value drifts to 2.55 μΩ cm with 86 subbands in all and 2.01 μΩ cm with 344, and it tends to the bulk-only 1.64 μΩ cm. The element \(V_{nm}\propto nm\) holds only to first order in the height. Iterated through ever higher subbands, it produces a sum \(\sum_n n^2/(E-E_n)\) that grows with their number and screens the wall term away. All subbands can instead be kept by imposing the damping as a boundary condition, \(\psi(0)=\delta\,\psi'(0)\) and \(\psi(d)=-\delta\,\psi'(d)\) with \(\delta=i\alpha d^3/(4\pi^2)\), \(|\delta|=0.24\) Å, which gives the rate \(\alpha n^2\) to first order. The Kubo formula, again without vertex corrections, then gives 2.64 μΩ cm. Both estimates lie 1 to 2 % below 2.68, but neither is a full treatment beyond first order in the height.

## Variation 1: a cleaner or a dirtier bulk

*The surface is kept fixed and the bulk rate is changed. How does the excess respond, and how steeply does \(\rho\) rise when a very small bulk rate is added?*

| \(b\) (eV) | Sum (μΩ cm) | Both (μΩ cm) | Excess (μΩ cm) |
|---|---|---|---|
| 0.0026 | 0.24 | 0.63 | 0.38 |
| 0.026 | 1.72 | 2.68 | 0.96 |
| 0.26 | 16.43 | 17.94 | 1.51 |

The excess grows with \(b\), as (e) requires, towards its bound \(3.392-1.716\approx1.68\) μΩ cm. Relative to the sum it falls in this range, from about 157 % to 9 %. It must also vanish as \(b\to0\), because the excess then vanishes while \(\rho_s\) does not. The last row is the least certain: a rate of 0.26 eV exceeds most of the subband spacings, and including the mixing among occupied subbands, as in (f), lowers its excess to about 1.2 μΩ cm.

The initial slope follows from (d) with \(\tau_n=1/(\alpha n^2)\). For large \(N\), \(\langle n^{-4}\rangle\approx\frac3{2N}\frac{\pi^4}{90}\) and \(\langle n^{-2}\rangle\approx\frac3{2N}\frac{\pi^2}6\), so

\[
H'(0)=\frac{\langle n^{-4}\rangle}{\langle n^{-2}\rangle^2}\approx\frac{2N}3\cdot\frac{36}{90}=\frac{4N}{15}.
\]

For \(N=43\) this estimate is about 11, and the exact sums over the 43 subbands give about 12. A very small bulk rate thus raises the resistivity about twelve times as much as the sum \(\rho_b+\rho_s\) predicts. This holds for \(b\ll\alpha\), here far below \(7\times10^{-5}\) eV.

## Variation 2: correlated roughness

*For \(k_F\Lambda\) not small, scattering prefers small angles and electrons keep part of their velocity. Does the inequality survive?*

Let \(P_{nm}(\theta)\) be the rate from \(n\) to \(m\) per unit angle; it is symmetric in \(n,m\). Write the change of the distribution in a field \(F\) as \(F f_0'\,u_n\cos\theta\), where \(f_0'\) is the energy derivative of the Fermi function. The steady Boltzmann equation becomes

\[
\sum_mK_{nm}u_m=k_n,\qquad K_{nm}=\delta_{nm}\sum_j\!\int\!P_{nj}\,d\theta-\int\!P_{nm}\cos\theta\,d\theta ,
\]

and the conductivity is \(\sigma=k^TK^{-1}k/(2\pi d)\). For isotropic scattering \(K\) is diagonal and (c) returns. The matrix is symmetric, and

\[
u^TKu=\tfrac12\sum_{nm}\int\!P_{nm}\left[(u_n-u_m\cos\theta)^2+u_m^2\sin^2\theta\right]d\theta ,
\]

which is positive for \(u\ne0\) if all angles occur. Cauchy–Schwarz gives \((k^Tu)^2\le(u^TKu)(k^TK^{-1}k)\), with equality at \(u=K^{-1}k\). Hence

\[
\rho=2\pi d\,\min_u\frac{u^TKu}{(k^Tu)^2}.
\]

With both mechanisms \(K=K_b+K_s\). The minimum of a sum is at least the sum of the separate minima, so \(\rho\ge\rho_b+\rho_s\) still holds.

The size of the excess does change. For the film of (f), with the same height and \(\Lambda=1.5\) Å, the full matrix gives 2.04 μΩ cm for both mechanisms and an excess of 0.38 μΩ cm, compared with 2.68 and 0.96 from the \(n^2\) law. For \(\Lambda=10\) Å at the same height, the total is 1.68 and the excess 0.03 μΩ cm. The sign of the excess is thus general within this Boltzmann description, whereas its size depends on both the height and the correlation length of the roughness.

## Table of computed values

```
cubic cell edge (4 electrons): 3.6 angstrom
electron density: 0.0857 per cubic angstrom
thickness: 100 angstrom = 10 nm
roughness height: 0.5 angstrom
roughness correlation length: 1.5 angstrom
bulk rate hbar/tau: 0.026 eV
occupied subbands N: 43
Fermi wavenumber: 1.372 per angstrom
Fermi energy above film bottom: 7.17 eV
bulk mean free path: 402 angstrom
surface rate, n=1: 7.197e-05 eV
surface rate, n=N: 0.1331 eV
effective rate, surface only: 0.00129 eV
many-subband estimate of it: 0.00125 eV
effective rate, both: 0.04261 eV
resistivity, bulk only: 1.635 microohm cm
resistivity, surface only: 0.0810 microohm cm
sum of the two: 1.716 microohm cm
resistivity, both: 2.680 microohm cm
excess over the sum: 0.964 microohm cm
ratio both/sum: 1.562
ceiling for both: 3.392 microohm cm
current share of lowest 1: surface only 62.5 %, both 5.7 %
current share of lowest 3: surface only 85.0 %, both 16.9 %
bulk rate 0.0026 eV: sum 0.244, both 0.628, excess 0.383 microohm cm
bulk rate 0.0260 eV: sum 1.716, both 2.680, excess 0.964 microohm cm
bulk rate 0.2600 eV: sum 16.431, both 17.938, excess 1.507 microohm cm
neglected effects:
kf*height: 0.69, kf*correlation length: 2.06 (no unit)
correlated walls, 1.5 angstrom: surface 0.0270, both 2.038, excess 0.376 microohm cm
correlated walls, 10.0 angstrom: surface 0.0143, both 1.680, excess 0.030 microohm cm
300 K smearing: both 2.681, excess 0.965 microohm cm
level broadening kept: both 2.680 microohm cm
broadening and mixing kept: both 2.629 microohm cm
subband spacing, 1 to 2: 0.0113 eV
subband spacing, N-1 to N: 0.320 eV
grain reflection probability: 0.3 (no unit)
rough grain-boundary rate: 0.063 eV
```
